**Contact end resistance and transfer length: numerical tests**

For a contact of length $L$ with an open far edge, the program tests $R_e/R_f=1/\cosh(L/L_T)$, where $R_f$ and $R_e$ are the front and end resistances and $L_T=\sqrt{\rho_c/R_{sk}}$. Here $\rho_c$ is the specific contact resistivity and $R_{sk}$ the sheet resistance under the contact. Resistor networks solved from Kirchhoff's laws supply the resistances for seven lengths, and the program asserts that they agree with the formulas and that a floating second contact reads the far-edge potential. It also asserts the recovery of $L_T$, $R_{sk}$ and $\rho_c$, the effect of a finite meter resistance, the error coefficients and the best length for a fixed absolute error in $R_e$. In the example, $R_f=5.524\ \Omega$ and $R_e=2.348\ \Omega$ give $L/L_T=1.500$ and $L_T=2.000\ \mu\mathrm m$. A two-dimensional conduction calculation is compared with a sum over modes for three sheet thicknesses. The apparent transfer length exceeds the true one by about 0.2 per cent at a thickness of $0.1L_T$ and by about 14 per cent at a thickness of $L_T$.

## Numerical verification

```python
"""Contact end resistance in the transmission-line model.

Result under test: for a contact with an open far edge,
    R_end / R_front = 1 / cosh(L / L_T),   L_T = sqrt(rho_c / R_sk),
so L / L_T = arccosh(R_front / R_end).
L, W: contact length and width; R_sk: sheet resistance under the contact;
rho_c: specific contact resistivity; Z = R_sk * L_T / W.
Lengths are in micrometres, resistances in ohms. The reference values come
from Kirchhoff's laws on resistor networks, not from hyperbolic formulas.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def solve_network(start, finish, conductance, injected):
    """Node voltages; the node with index len(injected) is ground."""
    n = len(injected)
    rows = np.concatenate([start, finish, start, finish])
    cols = np.concatenate([start, finish, finish, start])
    vals = np.concatenate([conductance, conductance,
                           -conductance, -conductance])
    matrix = coo_matrix((vals, (rows, cols)), shape=(n + 1, n + 1)).tocsc()
    return spsolve(matrix[:n, :n].tocsc(), injected)


R_sk, rho_c, W, L = 50.0, 200.0, 20.0, 3.0
R_sheet_gap, gap = 80.0, 5.0
R_gap = R_sheet_gap * gap / W
L_T = np.sqrt(rho_c / R_sk)
Z = R_sk * L_T / W
u_true = L / L_T


def two_contacts(length, meter_conductance=0.0, cells=1500):
    """Unit current into contact 1 (grounded metal); contact 2 floats
    except for the meter. Returns front-edge, far-edge, metal-2 voltages."""
    h = length / cells
    metal2 = 2 * cells + 3
    ground = metal2 + 1
    # One chain of sheet nodes: edge, cells, edge, gap, edge, cells.
    start = np.arange(2 * cells + 2)
    resistance = np.full(2 * cells + 2, R_sk * h / W)
    resistance[[0, cells, cells + 2]] *= 0.5
    resistance[cells + 1] = R_gap
    cells1 = np.arange(1, cells + 1)
    cells2 = np.arange(cells + 3, 2 * cells + 3)
    interface = np.full(cells, W * h / rho_c)
    a = np.concatenate([start, cells1, cells2, [metal2]])
    b = np.concatenate([start + 1, np.full(cells, ground),
                        np.full(cells, metal2), [ground]])
    g = np.concatenate([1 / resistance, interface, interface,
                        [meter_conductance]])
    injected = np.zeros(metal2 + 1)
    injected[0] = 1.0
    v = solve_network(a, b, g, injected)
    return v[0], v[cells + 1], v[metal2]


print("Sheet resistance under contact R_sk = %.1f ohm per square" % R_sk)
print("Specific contact resistivity rho_c = %.1f ohm um^2" % rho_c)
print("Contact width W = %.1f um, length L = %.1f um" % (W, L))
print("Transfer length from inputs L_T = %.4f um" % L_T)
print("Characteristic resistance Z = %.4f ohm" % Z)
print("True L/L_T = %.4f" % u_true)

# Edge resistances and their ratio for several contact lengths.
print("Network: L/L_T, R_front (ohm), R_end (ohm), R_end/R_front, recovered")
for u in (0.2, 0.5, 1.0, 1.5, 2.0, 3.0, 5.0):
    front, far, metal = two_contacts(u * L_T)
    assert abs(front / (Z / np.tanh(u)) - 1) < 2e-5
    assert abs(far / (Z / np.sinh(u)) - 1) < 2e-5
    # A floating second contact reads the far-edge potential.
    assert abs(metal / far - 1) < 1e-6
    recovered = np.arccosh(front / metal)
    assert abs(recovered / u - 1) < 1e-3
    print("  %.1f  %9.4f  %9.4f  %.5f  %.4f"
          % (u, front, metal, metal / front, recovered))

# Treat the network resistances of the example as measured data.
R_front, far_edge, R_end = two_contacts(L)
u_found = np.arccosh(R_front / R_end)
L_T_found = L / u_found
Z_found = np.sqrt(R_front**2 - R_end**2)
R_sk_found = W * Z_found / L_T_found
rho_found = W * L_T_found * Z_found
assert abs(L_T_found / L_T - 1) < 1e-4
assert abs(R_sk_found / R_sk - 1) < 1e-4
assert abs(rho_found / rho_c - 1) < 1e-4
print("Example R_front = %.4f ohm, R_end = %.4f ohm" % (R_front, R_end))
print("Example R_front/R_end = %.4f" % (R_front / R_end))
print("Recovered L/L_T = %.4f" % u_found)
print("Recovered L_T = %.4f um" % L_T_found)
print("Recovered Z = %.4f ohm" % Z_found)
print("Recovered R_sk = %.3f ohm per square" % R_sk_found)
print("Recovered rho_c = %.3f ohm um^2 = %.4e ohm cm^2"
      % (rho_found, rho_found * 1e-8))

# A meter of finite resistance spoils the open-edge condition.
R_meter = 100.0
front_load, far_load, metal_load = two_contacts(L, 1 / R_meter)
current_out = R_end / (2 * R_front + R_gap + R_meter)
assert abs(metal_load / (R_meter * current_out) - 1) < 1e-4
assert abs(front_load / (R_front - R_end * current_out) - 1) < 1e-4
u_load = np.arccosh(front_load / metal_load)
assert u_load > 1.05 * u_true
print("Gap resistance = %.2f ohm, poor meter = %.1f ohm" % (R_gap, R_meter))
print("Fraction of current leaving far edge = %.5f" % current_out)
print("Loaded front = %.4f ohm, loaded end reading = %.4f ohm"
      % (front_load, metal_load))
print("Loaded apparent L/L_T = %.4f, apparent L_T = %.4f um"
      % (u_load, L / u_load))

# Error propagation, tested by perturbing the data and inverting again.
step = 1e-4
slope_end = (np.arccosh(R_front / (R_end + step))
             - np.arccosh(R_front / (R_end - step))) / (2 * step)
slope_front = (np.arccosh((R_front + step) / R_end)
               - np.arccosh((R_front - step) / R_end)) / (2 * step)
assert abs(slope_end * Z / np.cosh(u_true) + 1) < 1e-3
assert abs(slope_front * Z - 1) < 1e-3
error_end = 0.05
u_shifted = np.arccosh(R_front / (R_end + error_end))
print("Sensitivity du/dR_end = %.4f per ohm" % slope_end)
print("Sensitivity du/dR_front = %.4f per ohm" % slope_front)
print("R_end too high by %.2f ohm: L/L_T = %.4f, L_T = %.4f um"
      % (error_end, u_shifted, L / u_shifted))
print("Resulting relative change of L_T = %.2f percent"
      % (100 * (u_found / u_shifted - 1)))


def relative_error(u):
    """Relative error of recovered u per error of R_end in units of Z."""
    front, end, d = 1 / np.tanh(u), 1 / np.sinh(u), 1e-4
    return (np.arccosh(front / (end - d))
            - np.arccosh(front / (end + d))) / (2 * d * u)


best = minimize_scalar(relative_error, bounds=(0.5, 3.0), method="bounded",
                       options={"xatol": 1e-7})
u_best = brentq(lambda u: u * np.tanh(u) - 1, 0.5, 3.0)
assert abs(best.x - u_best) < 1e-3
print("Best L/L_T for fixed absolute R_end error = %.4f" % u_best)
for u in (0.3, u_best, 1.5, 3.0, 5.0):
    print("  L/L_T %.3f: relative error / (dR_end/Z) = %.3f"
          % (u, relative_error(u)))


def finite_thickness(t, u=1.5, ny=20):
    """Apparent L_T from 2D conduction, with true L_T = R_sk = W = 1."""
    h = t / ny
    n_lead, n_contact = 3 * ny, int(round(u / h))
    nx = 2 * n_lead + n_contact
    node = np.arange(nx * ny).reshape(nx, ny)
    top = node[n_lead:n_lead + n_contact, -1]
    a = np.concatenate([node[:-1].ravel(), node[:, :-1].ravel(), top])
    b = np.concatenate([node[1:].ravel(), node[:, 1:].ravel(),
                        np.full(n_contact, nx * ny)])
    bulk = np.full(len(a) - n_contact, 1 / t)
    # Interface resistance in series with half a cell of semiconductor.
    g = np.concatenate([bulk, np.full(n_contact, h / (1 + t * h / 2))])
    injected = np.zeros(nx * ny)
    injected[node[0]] = 1 / ny
    v = solve_network(a, b, g, injected).reshape(nx, ny)
    front = v[0].mean() - (n_lead - 0.5) * h
    end = v[-1].mean()
    return u / np.arccosh(front / end)


def mode_matching(t, u=1.5, n_contact_modes=200, n_lead_modes=40):
    """Slowest decay length and apparent L_T with all edge modes included.

    Modes cos(tau*y/t) under the contact are joined to the modes
    cos(n*pi*y/t) of the sheet outside. Driving both edges with equal or
    opposite currents gives R_front + R_end and R_front - R_end."""
    tau = np.array([brentq(lambda s: s * np.sin(s) - t**2 * np.cos(s),
                           k * np.pi, (k + 0.5) * np.pi)
                    for k in range(n_contact_modes)])
    decay = t / tau
    norm = 0.5 + np.sin(2 * tau) / (4 * tau)
    n = np.arange(n_lead_modes + 1)
    overlap = ((-1.0)**n * (tau * np.sin(tau))[:, None]
               / (tau[:, None]**2 - (n * np.pi)**2))
    outside = np.diag(t / (2 * np.pi * n[1:]))
    half = np.tanh(u / (2 * decay))
    resistance = []
    for factor in (1 / half, half):
        weight = decay * factor / norm
        inside = overlap.T @ (weight[:, None] * overlap)
        flux = np.linalg.solve(inside[1:, 1:] + outside, -inside[1:, 0])
        resistance.append(inside[0, 0] + inside[0, 1:] @ flux)
    total, difference = resistance
    ratio = (total + difference) / (total - difference)
    return decay[0], u / np.arccosh(ratio)


# Thin-sheet condition: 2D conduction against the complete set of modes.
apparent, edge_share = {}, []
print("Thickness study at L/L_T = 1.5; lengths in units of the true L_T")
print("  thickness, apparent L_T (2D), all modes, slowest mode, edge share")
for t in (0.1, 0.3, 1.0):
    slowest, all_modes = mode_matching(t)
    apparent[t] = finite_thickness(t)
    edge_correction = abs(all_modes - slowest)
    # The grid must resolve the edge correction itself; the small constant
    # covers grid error where that correction is tiny.
    assert abs(apparent[t] - all_modes) < 0.2 * edge_correction + 1e-4
    # Leading thickness correction of the slowest mode.
    if t < 0.5:
        assert abs((slowest - 1) / (t**2 / 6) - 1) < 0.05
    edge_share.append(edge_correction / (slowest - 1))
    print("  %.1f  %.5f  %.5f  %.5f  %.4f"
          % (t, apparent[t], all_modes, slowest, edge_share[-1]))
# The edge correction is of higher order than the slowest-mode correction.
assert edge_share[0] < 0.5 * edge_share[1] < 0.5 * edge_share[2]
assert abs(apparent[0.1] - 1) < 0.01
assert apparent[1.0] - 1 > 0.05

print("ALL CHECKS PASSED")
```

Printed output:

```
Sheet resistance under contact R_sk = 50.0 ohm per square
Specific contact resistivity rho_c = 200.0 ohm um^2
Contact width W = 20.0 um, length L = 3.0 um
Transfer length from inputs L_T = 2.0000 um
Characteristic resistance Z = 5.0000 ohm
True L/L_T = 1.5000
Network: L/L_T, R_front (ohm), R_end (ohm), R_end/R_front, recovered
  0.2    25.3324    24.8341  0.98033  0.2000
  0.5    10.8198     9.5952  0.88682  0.5000
  1.0     6.5652     4.2546  0.64805  1.0000
  1.5     5.5240     2.3482  0.42510  1.5000
  2.0     5.1866     1.3786  0.26580  2.0000
  3.0     5.0249     0.4991  0.09933  3.0000
  5.0     5.0005     0.0674  0.01348  5.0000
Example R_front = 5.5240 ohm, R_end = 2.3482 ohm
Example R_front/R_end = 2.3524
Recovered L/L_T = 1.5000
Recovered L_T = 2.0000 um
Recovered Z = 5.0000 ohm
Recovered R_sk = 50.000 ohm per square
Recovered rho_c = 200.000 ohm um^2 = 2.0000e-06 ohm cm^2
Gap resistance = 20.00 ohm, poor meter = 100.0 ohm
Fraction of current leaving far edge = 0.01792
Loaded front = 5.4819 ohm, loaded end reading = 1.7919 ohm
Loaded apparent L/L_T = 1.7835, apparent L_T = 1.6821 um
Sensitivity du/dR_end = -0.4705 per ohm
Sensitivity du/dR_front = 0.2000 per ohm
R_end too high by 0.05 ohm: L/L_T = 1.4767, L_T = 2.0316 um
Resulting relative change of L_T = 1.58 percent
Best L/L_T for fixed absolute R_end error = 1.1997
  L/L_T 0.300: relative error / (dR_end/Z) = 3.484
  L/L_T 1.200: relative error / (dR_end/Z) = 1.509
  L/L_T 1.500: relative error / (dR_end/Z) = 1.568
  L/L_T 3.000: relative error / (dR_end/Z) = 3.356
  L/L_T 5.000: relative error / (dR_end/Z) = 14.842
Thickness study at L/L_T = 1.5; lengths in units of the true L_T
  thickness, apparent L_T (2D), all modes, slowest mode, edge share
  0.1  1.00164  1.00164  1.00167  0.0155
  0.3  1.01431  1.01427  1.01498  0.0472
  1.0  1.13598  1.13531  1.16234  0.1665
ALL CHECKS PASSED
```
